\section*{Unequal Off-Diagonal Diffusivities Are Compatible with Onsager Reciprocity}

\section{What a change of variables permits}

Consider a ternary mixture on a fixed lattice. The site fractions satisfy $x_1+x_2+x_3=1$ and the fluxes satisfy $J_1+J_2+J_3=0$, so two of each are independent. Collect them in the columns $x=(x_1,x_2)^T$ and $J=(J_1,J_2)^T$. Let $g(x)$ be the free energy per site divided by $kT$, and let $\phi_i=\partial g/\partial x_i$. Because $x_3$ falls when $x_i$ rises, $\phi_i=(\mu_i-\mu_3)/kT$.

The same mixture can be described by other independent variables, $x'=Ax+b$, with $A$ constant and invertible. Fluxes follow the fractions, $J'=AJ$. The potentials do not: the change $dg=\phi^Tdx=\phi'^Tdx'$ must be the same in both descriptions, so $\phi=A^T\phi'$. With $c$ lattice sites per unit volume and gradients along $z$, there are two linear laws,
\begin{equation}
J=-cL\,\partial_z\phi ,\qquad J=-cD\,\partial_z x ,
\label{laws}
\end{equation}
and their matrices transform differently:
\begin{equation}
L'=ALA^T,\qquad D'=ADA^{-1}.
\label{transform}
\end{equation}
The first follows from $J'=-cAL\,\partial_z(A^T\phi')$, the second from $J'=-cAD\,\partial_z(A^{-1}x')$. If $L=L^T$, then $L'^T=AL^TA^T=L'$, so the symmetry of $L$ holds in every description. The symmetry of $D$ has no such protection. A law of nature that is indifferent to which component is eliminated can require $L$ to be symmetric, but not, in general, $D$.

\section{The belief and its appeal}

The belief is that Onsager reciprocity requires $D_{12}=D_{21}$, so that unequal values reveal bad data or a violation of reciprocity. Its appeal is plain from (\ref{laws}): both laws express fluxes through gradients, and reciprocity does say that the matrix in such a law is symmetric. The missing condition is that the forces must be conjugate to the fluxes.

The dissipation shows which forces to pair with the fluxes. At constant temperature and with no flux through the ends, the free energy per unit area is $F=ckT\int g\,dz$. Conservation reads $c\,\partial_t x=-\partial_zJ$, so
\begin{equation}
\frac{dF}{dt}=ckT\int\phi^T\partial_tx\,dz
=-kT\int\phi^T\partial_zJ\,dz
=kT\int J^T\partial_z\phi\,dz ,
\end{equation}
where the last step is an integration by parts. The dissipation density $-kT\,J^T\partial_z\phi$ pairs $J_i$ with $-\partial_z\phi_i$, not with $-\partial_zx_i$. The dissipation alone does not prove reciprocity, or even single out the forces: adding $BJ$ to them, with $B$ antisymmetric, leaves it unchanged because $J^TBJ=0$, but spoils the symmetry of the matrix. What distinguishes $-\partial_z\phi$ is that it comes from the free energy alone, which also governs the equilibrium fluctuations. The next section shows from these fluctuations that reciprocity is a statement about $L$.

The two matrices are connected by the chain rule:
\begin{equation}
\partial_z\phi_i=\sum_jG_{ij}\,\partial_zx_j,\qquad
G_{ij}=\frac{\partial^2g}{\partial x_i\partial x_j},\qquad D=LG .
\end{equation}
The Hessian $G$ is symmetric, and positive definite where the mixture is stable. I take $L$ to be positive definite too, so that every gradient of $\phi$ dissipates. For symmetric $L$, transposition reverses the product, $D^T=G^TL^T=GL$, and
\begin{equation}
D-D^T=LG-GL .
\end{equation}
Thus $D$ is symmetric if and only if $L$ and $G$ commute. Writing out $D_{12}=L_{11}G_{12}+L_{12}G_{22}$ and $D_{21}=L_{12}G_{11}+L_{22}G_{12}$ gives
\begin{equation}
D_{12}-D_{21}=G_{12}(L_{11}-L_{22})-L_{12}(G_{11}-G_{22}).
\label{difference}
\end{equation}
Multiplication by $G$ generically destroys the symmetry, but not in every case. If components 1 and 2 have identical properties and are present in equal fractions, $L_{11}=L_{22}$ and $G_{11}=G_{22}$, and $D$ is symmetric.

The proper test multiplies by $G$ once more. Since $GD=GLG$,
\begin{equation}
GD-(GD)^T=G(L-L^T)G .
\end{equation}
As $G$ is invertible, this vanishes if and only if $L=L^T$. For a ternary mixture the test is one equation:
\begin{equation}
G_{11}D_{12}+G_{12}D_{22}=G_{12}D_{11}+G_{22}D_{21}.
\label{test}
\end{equation}

\section{Where the symmetry comes from}

Take two adjacent cells of $N$ sites, at equilibrium and exchanging particles. Let $n_i$ be the number of particles $i$ in the first cell, $\delta n_i$ its deviation from the mean, and $C_{ij}(t)=\langle\delta n_i(t)\,\delta n_j(0)\rangle$. If $p(s)$ is the equilibrium probability of state $s$ and $P_t(s'|s)$ the probability of going from $s$ to $s'$ in time $t$, detailed balance states $P_t(s'|s)p(s)=P_t(s|s')p(s')$. Hence
\begin{align}
C_{ij}(t)&=\sum_{s,s'}\delta n_i(s')P_t(s'|s)p(s)\,\delta n_j(s)\nonumber\\
&=\sum_{s,s'}\delta n_i(s')P_t(s|s')p(s')\,\delta n_j(s)=C_{ji}(t).
\end{align}
This uses the fact that particle numbers do not change sign under time reversal; magnetic fields and rotation are assumed absent.

For large $N$, put the fractions in the cells at $x\pm\delta$, with $\delta=\delta n/N$. The free energy divided by $kT$ is
\begin{equation}
N[g(x+\delta)+g(x-\delta)]=2Ng(x)+N\delta^TG\delta+\dots
\end{equation}
The Gaussian weight $\exp(-N\delta^TG\delta)$ has covariance $(2NG)^{-1}$ for $\delta$, so $C(0)=(N/2)G^{-1}$. Let the cells be neighbouring lattice planes a distance $d$ apart. A plane has $cd$ sites per unit area, and the gradient is $-2\delta/d$, so $d\delta/dt=-J/(cd)=-(2D/d^2)\delta$. On average, small fluctuations decay by this same law, and the initial slope of the correlation is
\begin{equation}
\dot C(0^+)=-\frac{2D}{d^2}\,\frac N2G^{-1}=-\frac{N}{d^2}DG^{-1}=-\frac{N}{d^2}L .
\end{equation}
The left side is symmetric, hence so is $L$. The decay matrix $2D/d^2$ need not be: the symmetric object is its product with the covariance.

A numerical comparison shows what detailed balance contributes. With $N=20$ and $t=0.02$ s, the mixture defined below gives $C_{12}=C_{21}=-0.581$ at equilibrium. For finite cells, holding $2Nx_i$ particles $i$ in all, a particle $i$ in the first cell exchanges with a particle $j$ in the second at the rate $(k_{ij}/N)\,n_in'_j\,e^{u}$. Here $n'_j$ counts the second cell, the interaction energy of a cell divided by $kT$ is $\sum_{j<m}w_{jm}n_jn_m/\sum_mn_m$, and $u$ is the fall of this energy, summed over both cells, when the two particles are removed. This rate obeys detailed balance for every $N$ and tends to the rate given below as $N$ grows. When exchanges that turn 1 into 2, 2 into 3 and 3 into 1 in the first cell are favoured by a factor $e^{0.3}$, and their reverses hindered by $e^{-0.3}$, detailed balance is lost and the values become $C_{12}=-0.558$ and $C_{21}=-0.574$. The bias also shifts the mean compositions of the two cells, so the telling feature is that the two values differ, not how far they have moved.

\section{A mixture with off-diagonal terms of opposite sign}

Let the mixture be a mean-field regular solution,
\begin{equation}
g=\sum_{i=1}^3x_i\ln x_i+w_{12}x_1x_2+w_{13}x_1x_3+w_{23}x_2x_3 .
\end{equation}
Differentiation with $x_3=1-x_1-x_2$ gives
\begin{align}
\phi_1&=\ln\frac{x_1}{x_3}+w_{12}x_2+w_{13}(x_3-x_1)-w_{23}x_2,\\
\phi_2&=\ln\frac{x_2}{x_3}+w_{12}x_1-w_{13}x_1+w_{23}(x_3-x_2).
\end{align}
A second differentiation yields, for $x=(0.2,0.3,0.5)$, $w_{12}=1$ and $w_{13}=w_{23}=0.5$,
\begin{align}
G_{11}&=1/x_1+1/x_3-2w_{13}=5+2-1=6,\nonumber\\
G_{12}&=1/x_3+w_{12}-w_{13}-w_{23}=2+1-1=2,\\
G_{22}&=1/x_2+1/x_3-2w_{23}=3.333+2-1=4.333.\nonumber
\end{align}

For the kinetics, particle $i$ on the left plane exchanges with $j$ on the right at the rate $k_{ij}a_i^{l}a_j^{r}$ per site, with $k_{ij}=k_{ji}$. An exchange and its reverse pass through the same barrier state, which makes their prefactors equal. The product of activities $a_i$ with a constant $k_{ij}$ follows if the activity coefficient of that state is also taken to be constant, as it is here. The net flow of $i$ per site is
\begin{equation}
j_i=\sum_{j\ne i}k_{ij}\left(a_i^{l}a_j^{r}-a_j^{l}a_i^{r}\right).
\end{equation}
Let $\Delta\mu_i$ be the rise of $\mu_i$ from left to right. To first order $a_i^{l,r}=a_i(1\mp\Delta\mu_i/2kT)$, and the bracket becomes $-a_ia_j(\Delta\mu_i-\Delta\mu_j)/kT$. With $J_i=cd\,j_i$, $\Delta\mu_i=d\,\partial_z\mu_i$ and $M_{ij}=k_{ij}a_ia_j$,
\begin{equation}
J_1=-cd^2\left[M_{12}\,\partial_z(\phi_1-\phi_2)+M_{13}\,\partial_z\phi_1\right],
\end{equation}
and $J_2$ follows by interchanging 1 and 2. Therefore
\begin{equation}
L=d^2\begin{pmatrix}M_{12}+M_{13}&-M_{12}\\-M_{12}&M_{12}+M_{23}\end{pmatrix}.
\end{equation}

In this model $\ln a_i=\ln x_i+\sum_jw_{ij}x_j-\sum_{j<m}w_{jm}x_jx_m$, the derivative of the total free energy, divided by $kT$, with respect to the number of particles $i$. This gives $a=(0.288,0.391,0.534)$. For $k_{12},k_{13},k_{23}=10,30,5$ s$^{-1}$ the products are $M_{12},M_{13},M_{23}=1.127,4.612,1.043$ s$^{-1}$. With $d=0.3$ nm, $L_{11}=0.5165$, $L_{12}=-0.1014$ and $L_{22}=0.1953$ nm$^2$/s. Then, in nm$^2$/s,
\begin{align}
D_{12}&=0.5165(2)-0.1014(4.333)=0.594,\\
D_{21}&=-0.1014(6)+0.1953(2)=-0.218.
\end{align}
In SI units, $D_{12}=5.94\times10^{-19}$ and $D_{21}=-2.18\times10^{-19}$ m$^2$/s. Even the signs differ. With $x_2$ uniform, component 2 drifts towards larger $x_1$; with $x_1$ uniform, component 1 drifts towards smaller $x_2$. Of the difference $0.811$ nm$^2$/s, the first term of (\ref{difference}) supplies $0.642$ and the second $0.169$.

In this model reciprocity is built in, through $k_{ij}=k_{ji}$ and activities derived from $g$, so (\ref{test}) must hold and serves as a check of the algebra. For that purpose $D$ was also obtained by differentiating the nonlinear exchange flux, without use of $L$ or $G$. That gives $D_{11}=2.896$ and $D_{22}=0.643$ nm$^2$/s and the same off-diagonal elements. The two sides of (\ref{test}) are
\begin{align}
6(0.5935)+2(0.6434)&=4.848,\\
2(2.8959)+4.333(-0.2178)&=4.848 .
\end{align}
Fluctuations of the two-cell system, extrapolated to large $N$, lead to the same $D$ and $G$, as the numerical output shows.

Eliminating component 1 instead of 3 means $x'=(x_2,x_3)^T$ and
\begin{equation}
A=\begin{pmatrix}0&1\\-1&-1\end{pmatrix}.
\end{equation}
The off-diagonal diffusivities become $0.218$ and $1.441$ nm$^2$/s, so the magnitude of their difference changes from $0.811$ to $1.223$ nm$^2$/s, although the physics is unchanged; its sign depends merely on the order in which the two kept components are listed. Both off-diagonal elements of $L'$ equal $-0.094$ nm$^2$/s.

\section{The ideal limit}

Interactions are not needed for the asymmetry. With all $w_{ij}=0$, $a_i=x_i$ and
\begin{align}
D_{12}&=d^2\left[\frac{k_{12}x_1x_2+k_{13}x_1x_3}{x_3}
-k_{12}x_1x_2\left(\frac1{x_2}+\frac1{x_3}\right)\right]\nonumber\\
&=d^2x_1(k_{13}-k_{12}),
\end{align}
and, by interchange of 1 and 2, $D_{21}=d^2x_2(k_{23}-k_{12})$. The same $k_{ij}$ and composition give $0.360$ and $-0.135$ nm$^2$/s. In this ideal model both elements vanish if all exchange frequencies are equal.

\section{What $D$ can and cannot reveal}

Reciprocity does restrict $D$. Since $G^{1/2}DG^{-1/2}=G^{1/2}LG^{1/2}$ is symmetric and positive definite, the eigenvalues of $D$ are real and positive: here $0.702$ and $2.837$ nm$^2$/s. Small composition disturbances decay without oscillation, despite the opposite signs of $D_{12}$ and $D_{21}$.

The converse fails. Let $D=V\Lambda V^{-1}$ be any real diagonalizable matrix with positive eigenvalues. Then
\begin{equation}
D=\left(V\Lambda V^T\right)\left(VV^T\right)^{-1}
\end{equation}
is a product of two symmetric positive definite matrices. Some Hessian always makes such a $D$ look reciprocal, so the test needs a $G$ known independently. The ideal $D$ above is an example. It is reciprocal for an ideal mixture, but if those rates were found in the interacting mixture, the two sides of (\ref{test}) would be $3.240$ and $3.735$ nm$^2$/s, and reciprocity would fail.

An inaccurate $G$ can also raise a false alarm. Combining the true $D$ of the interacting mixture with the ideal Hessian gives $L_{12}=-0.049$ and $L_{21}=-0.073$ nm$^2$/s. Nor is a symmetric $D$ a certificate: replacing the true $D$ by $(D+D^T)/2$ and using the correct $G$ gives $L_{12}=-0.212$ and $L_{21}=-0.021$ nm$^2$/s. Here, forcing the diffusivities to be equal would create the very violation it was meant to remove.

\section*{Computed results}
\begin{verbatim}
Site fractions x1, x2, x3 = 0.2 0.3 0.5 (dimensionless)
Interactions w12, w13, w23 = 1.0 0.5 0.5 kT
Frequencies k12, k13, k23 = 10.0 30.0 5.0 1/s
Plane spacing = 0.3 nm
Activities a1, a2, a3 = 0.2881 0.39103 0.53358 (dimensionless)
M12, M13, M23 = 1.12657 4.61177 1.04323 1/s
Hessian G [11 12; 21 22] = [6.00000 2.00000; 2.00000 4.33333] (dimensionless)
Mobility L [11 12; 21 22] = [0.51645 -0.10139; -0.10139 0.19528] nm^2/s
D from exchange flux [11 12; 21 22] = [2.89592 0.59354; -0.21778 0.64344] nm^2/s
D12 = 5.9354e-19 m^2/s; D21 = -2.1778e-19 m^2/s
D12 - D21 = 0.81132 nm^2/s
  part G12(L11-L22) = 0.64234 nm^2/s
  part -L12(G11-G22) = 0.16898 nm^2/s
G D [11 12; 21 22] = [16.93996 4.84811; 4.84811 3.97531] nm^2/s
D G^-1 [11 12; 21 22] = [0.51645 -0.10139; -0.10139 0.19528] nm^2/s
Eigenvalues of D = 0.70237, 2.83699 nm^2/s
Components 2,3 kept: D [11 12; 21 22] = [0.86122 0.21778; 1.44116 2.67814] nm^2/s
Components 2,3 kept: G [11 12; 21 22] = [6.33333 4.00000; 4.00000 6.00000] (dimensionless)
Components 2,3 kept: L [11 12; 21 22] = [0.19528 -0.09389; -0.09389 0.50895] nm^2/s
Commuting case x = 0.3 0.3 0.4 ; k12, k13, k23 = 10, 20, 20 1/s
Commuting case D [11 12; 21 22] = [1.86419 0.45207; 0.45207 1.86419] nm^2/s
Energy-blind rates: D [11 12; 21 22] = [2.16000 0.36000; -0.13500 0.54000] nm^2/s
Energy-blind rates: G D [11 12; 21 22] = [12.69000 3.24000; 3.73500 3.06000] nm^2/s
Symmetrized D [11 12; 21 22] = [2.89592 0.18788; 0.18788 0.64344] nm^2/s
Symmetrized D times G^-1 [11 12; 21 22] = [0.55333 -0.21203; -0.02149 0.15840] nm^2/s
Ideal Hessian [11 12; 21 22] = [7.00000 2.00000; 2.00000 5.33333] (dimensionless)
True D times ideal G^-1 [11 12; 21 22] = [0.42773 -0.04911; -0.07345 0.14819] nm^2/s
Fluctuations, N=160: D [11 12; 21 22] = [2.90437 0.59434; -0.21862 0.64454] nm^2/s
Fluctuations, N=320: D [11 12; 21 22] = [2.90013 0.59394; -0.21820 0.64399] nm^2/s
Fluctuations, extrapolated D [11 12; 21 22] = [2.89590 0.59354; -0.21778 0.64344] nm^2/s
Fluctuations, extrapolated G [11 12; 21 22] = [5.99999 2.00000; 2.00000 4.33334] (dimensionless)
Error ratio N=160 to N=320 = 2.005 (dimensionless)
Correlation test: N = 20 sites, t = 0.02 s, drive = 0.3 kT
Equilibrium C(t) [11 12; 21 22] = [0.63245 -0.58136; -0.58136 2.00412] particles^2
Driven C(t) [11 12; 21 22] = [0.59733 -0.55778; -0.57445 1.98710] particles^2
\end{verbatim}
